# Why Boron Amorphizes Silicon Less Readily Than Arsenic, part 1

(Sections cited here and not found follow in the second part.)

**Q:** I implant silicon at room temperature. Arsenic turns it amorphous at a modest fluence, while boron at the same flux leaves it crystalline much longer. I was told that boron damage is dilute: its defects are isolated and recover, whereas those of arsenic are clustered and survive. Is that the reason?

**A:** It combines two statements that must be separated. "Dilute" can mean that few atoms are displaced per length of ion path, or that the displaced atoms lie far from each other. Let $\nu$ be the number of displaced atoms per nanometre of path, and $f$ the fraction of them in connected pockets. The first meaning concerns $\nu$, the second $f$. We need both, and then a recovery law, before we can say which one protects the crystal.

I use eV, nm and s, which are natural here. The target has no crystal structure: a moving atom meets one silicon atom, at a random impact parameter, after every $N^{-1/3}=0.27$ nm of path, where $N=50\ \mathrm{nm^{-3}}$ is the atomic density. An atom is displaced if it receives more than $E_d=15$ eV. Energy loss to electrons is left out. I compare ions at the same local energy, 20 keV, on a straight piece of track.

**Q:** Start with $\nu$. Is arsenic better at displacing atoms because it is heavy, so that it can pass on more energy in a head-on collision?

**A:** No. Let an ion of mass $M_1$ and speed $v$ hit a silicon atom of mass $M_2$ at rest. The centre of mass moves at $V_c=M_1v/(M_1+M_2)$. Seen from it, the atom has speed $V_c$ before and after the elastic collision, and its velocity turns by the scattering angle $\theta$. The change of a vector of length $V_c$ turned by $\theta$ has length $2V_c\sin(\theta/2)$. This change is the atom's final laboratory velocity, since the atom started at rest. With $E=\tfrac12M_1v^2$ the energy transfer is

$$T=\tfrac12M_2\,4V_c^2\sin^2\frac\theta2=\frac{2M_2M_1^2v^2}{(M_1+M_2)^2}\sin^2\frac\theta2=\gamma E\sin^2\frac\theta2,\qquad \gamma=\frac{4M_1M_2}{(M_1+M_2)^2}.$$

The largest fraction $\gamma$ is 0.803 for boron and 0.793 for arsenic. One ion is lighter than silicon and the other heavier, by similar mass ratios, so the head-on limit hardly distinguishes them.

What differs is how strongly they scatter at a given impact parameter $b$. Consider a distant, weak collision with the bare Coulomb force, $C=Z_1Z_2e^2/4\pi\varepsilon_0$. The ion passes almost straight, and the sideways momentum given to the atom is

$$\Delta P=\int_{-\infty}^{\infty}\frac{C\,b\,dt}{(b^2+v^2t^2)^{3/2}}=\frac{2C}{bv}.$$

Hence, using $v^2=2E/M_1$,

$$T\simeq\frac{(\Delta P)^2}{2M_2}=\frac{2C^2}{M_2b^2v^2}=\frac{C^2M_1}{M_2b^2E}\propto Z_1^2M_1 .$$

At equal energy arsenic has the larger charge and is slower, so its force is stronger and acts longer. Two things change this contrast: electron screening, which in distant collisions reduces the force of arsenic more than that of boron, and close collisions, in which the transfer cannot exceed $\gamma E$. The scaling therefore gives the direction of the effect but not its size.

**Q:** How do you get the size?

**A:** From the classical orbit in a screened potential. Let $\mu$ be the reduced mass and $E_{\rm cm}=\tfrac12\mu v^2$. Angular momentum conservation gives $r^2\dot\varphi=vb$. The angular part of the kinetic energy is then $\tfrac12\mu r^2\dot\varphi^2=E_{\rm cm}b^2/r^2$, and energy conservation gives

$$\dot r^2=v^2\left[1-\frac{V(r)}{E_{\rm cm}}-\frac{b^2}{r^2}\right].$$

Dividing $\dot\varphi$ by $|\dot r|$ gives the angle swept per unit radius. The inward and outward halves of the orbit are equal, and an undeflected orbit sweeps $\pi$, so

$$\theta=\pi-2\int_{r_0}^{\infty}\frac{b\,dr}{r^2\sqrt{1-V/E_{\rm cm}-b^2/r^2}},$$

where $r_0$ is the closest approach. I use the universal screened potential $V=(C/r)\,\phi(r/a)$, with $a=0.8854\,a_0/(Z_1^{0.23}+Z_2^{0.23})$, $a_0$ the Bohr radius, and

$$\phi(x)=0.1818e^{-3.2x}+0.5099e^{-0.9423x}+0.2802e^{-0.4029x}+0.02817e^{-0.2016x}.$$

In a path $dx$ the ion meets $N\,2\pi b\,db\,dx$ atoms at impact parameters between $b$ and $b+db$. If a silicon recoil of energy $T$ finally displaces $N_d(T)$ atoms, itself included, then

$$S=N\int T\,2\pi b\,db,\qquad \nu=N\int_{T>E_d}N_d(T)\,2\pi b\,db .$$

Here $S$ is the energy lost to nuclei per length: 64.6 eV/nm for boron and 1100 eV/nm for arsenic.

**Q:** And $N_d(T)$?

**A:** It comes from following each recoil and all atoms it sets in motion. An atom counts as a new vacancy if it leaves its site with more than $E_d$ and the projectile also keeps more than $E_d$. If the atom leaves but the projectile keeps less than $E_d$, the projectile stays behind and refills the site. An atom that receives less than $E_d$ stays in place.

This rule bounds the result. The first recoil accounts for one vacancy and one moving atom. Each further vacancy splits one moving atom into two, each with more than $E_d$. So $N_d$ vacancies require $N_d$ branches, each of which starts with more than $E_d$ after its last splitting. Their energies were shared out of $T$, hence $N_d\le T/E_d$.

The simulated recoils of 1 and 2 keV give $N_d\simeq0.87\,T/(2E_d)$, less than half of the bound's slope. If we extend this proportionality to all recoils, we can estimate

$$\nu\approx\frac{0.87\,S}{2E_d}:\qquad \frac{0.87\times64.6}{30}=1.9,\qquad\frac{0.87\times1100}{30}=32\ \ \mathrm{nm^{-1}} .$$

The full tracks give $1.97\pm0.16$ for boron and $29.5\pm3.1$ for arsenic, where the errors are standard errors from the sampled tracks. The ratio is about 15, with a sampling uncertainty of about 2; the estimate above and larger samples of tracks put it nearer 17. All arsenic numbers below inherit an uncertainty of about 10%. Halving the free path, which also admits more distant collisions, lowers the factor 0.87 to 0.82, so $\nu$ carries a further uncertainty of about 5%, while the pocket fractions given below move by about 0.01 or less. In the first meaning of the word, boron damage is certainly dilute.

**Q:** Now the second meaning. Surely those two displaced atoms per nanometre are far apart?

**A:** That would follow if they were spread at random through a wide region around the track. They are not. Most collisions displace nothing, and now and then a silicon atom receives a large energy and makes a whole group of vacancies.

To count groups we need a definition. I join vacancies closer than a link distance, and call a connected group of at least five a pocket. The rest, including groups of two to four, I call isolated for short. The link distance needs a physical scale, and the recoil supplies one. If $\sigma_d$ is the cross-section for transferring more than $E_d$, a recoil makes on average $N\sigma_d$ displacing collisions per length, so their mean spacing is

$$\lambda_d=\frac1{N\sigma_d}.$$

For a silicon recoil this is 0.56 nm at 100 eV and 0.74 nm at 1 keV. A link distance well below $\lambda_d$ would cut one damaged region into fragments. I take 1.0 nm.

**Q:** What fraction of the boron damage is then in pockets?

**A:** $f=0.740\pm0.009$. For arsenic it is $0.843\pm0.007$. So with this definition of a pocket, boron does not leave mainly isolated defects: about three quarters of its displaced atoms lie in pockets. Arsenic does cluster more, but by a factor of 1.14, compared with 15 for the number of displaced atoms.

**Q:** Why are the two fractions so close?

**A:** Because most of the damage is made by silicon recoils, and a recoil does not know which ion struck it. Let $N_c(T)$ be the mean number of vacancies in pockets made by a recoil of energy $T$. If different recoils on a track do not overlap, then

$$f=\frac{\int_{T>E_d}N_c(T)\,2\pi b\,db}{\int_{T>E_d}N_d(T)\,2\pi b\,db}.$$

The prefactor $N$ has cancelled, although $N_c$ still depends on the density of the target, which affects how close together the vacancies lie. The functions $N_c$ and $N_d$ are common to both ions. The ion enters through $T(b)$, which sets how often each recoil energy occurs. Multiplying the number of recoils at every energy by the same factor changes $\nu$ by that factor and leaves $f$ alone.

With separately simulated recoils this formula gives 0.709 for boron and 0.783 for arsenic. For boron at 20 keV its agreement with the full tracks was tested, with an allowance for sampling and interpolation. The difference between 0.709 and 0.783 comes from the recoil spectra. The full tracks give somewhat higher values because neighbouring recoils are sometimes linked: if links between different recoils are forbidden, full tracks give 0.71 and 0.78.

There is also a direct contrast. Take the arsenic vacancies and delete them at random until their linear density equals that of boron, keeping a fraction $1.97/29.5=0.067$. No pocket is left in the sample. Damage spread at random over the region that arsenic damages would indeed be isolated at this density. Real boron damage has the same linear density but keeps its pockets, because it consists of few damaged regions that are each fairly dense.

**Q:** Then how can recovery favour boron, if nearly as large a fraction of its damage is in pockets?

**A:** Let us write the recovery down. Let $n_s$ and $n_c$ be the numbers of isolated and pocket defects divided by the number of atoms. An ion flux $F$ displaces $F\nu$ atoms per volume and time, so the fraction displaced per time is $G=F\nu/N$. Each population recovers in proportion to its own size:

$$\dot n_s=(1-f)G-k_sn_s,\qquad \dot n_c=fG-k_cn_c,\qquad k_i=A\,e^{-E_i/k_BT_L}.$$

Here $T_L$ is the lattice temperature and $A=10^{13}\ \mathrm{s^{-1}}$ an attempt rate. I take activation energies $E_s=0.6$ eV and $E_c=0.9$ eV. These are round model values. That pockets outlive isolated defects is therefore an assumption, not a result. At 300 K the lifetimes are $1/k_s=1.2$ ms and $1/k_c=132$ s.

Multiply the second equation by $e^{k_ct}$. The terms with $n_c$ combine into a derivative:

$$\frac{d}{dt}\left(n_ce^{k_ct}\right)=fG\,e^{k_ct}.$$

Integrating from $n_c(0)=0$ and dividing by $e^{k_ct}$ gives

$$n_c(t)=\frac{fG}{k_c}\left(1-e^{-k_ct}\right).$$

The isolated population has the same form with $(1-f)$ and $k_s$. The total damage rises steadily towards a ceiling

$$n_\infty=G\left[\frac{1-f}{k_s}+\frac f{k_c}\right]\simeq\frac{F\nu f}{Nk_c}.$$

The approximation holds when $(1-f)/k_s\ll f/k_c$. I assume that the crystal turns amorphous when the damaged fraction exceeds $n_a=0.1$, again a round value. If $n_\infty<n_a$, this never happens, however long you implant.

So recovery need not treat boron pockets more kindly. It removes the same fraction of pockets per second for both ions. Boron adds new ones too slowly to keep ahead of the loss.

**Q:** Put in the numbers for my flux, about $10^{12}$ ions per square centimetre per second.

**A:** That is $F=0.01\ \mathrm{nm^{-2}\,s^{-1}}$. The generation rates are

$$G_{\rm B}=\frac{0.01\times1.97}{50}=3.9\times10^{-4}\ \mathrm{s^{-1}},\qquad G_{\rm As}=\frac{0.01\times29.5}{50}=5.9\times10^{-3}\ \mathrm{s^{-1}} .$$

The isolated terms are negligible at 300 K, and the ceilings become

$$n_\infty^{\rm B}=3.95\times10^{-4}\times0.740\times131.6=0.038,$$

$$n_\infty^{\rm As}=5.90\times10^{-3}\times0.843\times131.6=0.65 .$$

Boron stays below the threshold and arsenic crosses it. The value 0.65 should not be read as a real damage level. The equations do not reduce the source as intact crystal is used up, and they are meant to hold up to the threshold.

For arsenic the crossing time follows from $n_c(t)=n_a$. Solving for the exponential gives $e^{-k_ct}=1-n_ak_c/(fG)$, so

$$t^*=-\frac1{k_c}\ln\left(1-\frac{n_ak_c}{fG}\right)=-131.6\,\ln\left(1-\frac{0.1}{0.654}\right)\ \mathrm{s}=21.8\ \mathrm{s}.$$

The critical fluence is $Ft^*=0.218\ \mathrm{nm^{-2}}$, or $2.2\times10^{13}\ \mathrm{cm^{-2}}$. Measured room-temperature values for arsenic are nearer $10^{14}\ \mathrm{cm^{-2}}$, so this is a model number that follows from the round threshold, not a prediction. Numerical integration of both rate equations confirms the time.

By then 0.129 of the atoms have been displaced. Of these, $0.843\times0.129=0.109$ went into pockets and 0.1 survive. Most of the loss is therefore the isolated part, about 0.020, and about 0.009 is pocket recovery. Arsenic wins because it finishes well within one pocket lifetime.

In this model, at 300 K and the given flux, boron damage levels off below the amorphization threshold, while arsenic crosses it after about 22 s. It remains to see whether the difference in $\nu$ or in $f$ decides this outcome, and how far the answer depends on temperature, flux and the model's assumptions.
